\section*{Electronic Thermal Conductivity of Copper from Its Resistivity}

\section{The problem}

A copper film has resistivity $\rho=1.7\times10^{-8}\ \Omega\,$m at $T=300$ K.

\begin{enumerate}
\item Derive Sommerfeld's value of the Lorenz number $L=\kappa_e/(\sigma T)$, where $\sigma=1/\rho$ and $\kappa_e$ is the electronic thermal conductivity at zero electric current.
\item Use it to estimate $\kappa_e$ of the film.
\item The derivation assumes elastic scattering. Estimate what the energy exchanged with phonons does to the answer, and how much heat the phonons carry themselves.
\end{enumerate}

The electron charge is $-e$ with $e>0$, energies are written $\varepsilon$, and $f$ is the Fermi function. The numerical output follows the text.

\section{Hints}

\begin{enumerate}
\item A field and a temperature gradient both disturb the electron distribution. Write both disturbances with the same factor $-\partial f/\partial\varepsilon$.
\item An electron at energy $\varepsilon$ carries charge $-e$ but heat $\varepsilon-\mu$, because $dQ=dU-\mu\,dN$.
\item No current flows in a heat-flow measurement on an isolated bar. Find the field that ensures this.
\item The factor $-\partial f/\partial\varepsilon$ is a window a few $k_BT$ wide. Across it, the properties of a metal hardly vary.
\item For the third part, compare how one collision changes the direction and the energy of an electron. A heat current can decay through either change.
\end{enumerate}

\section{Full solution}

\subsection{The disturbed distribution}

Let the field $E_z$ and the gradients $T'=dT/dz$ and $\mu'=d\mu/dz$ point along $z$. In the steady state, with relaxation time $\tau(\varepsilon)$, the linearized Boltzmann equation reads
\[
v_z\left(\frac{\partial f}{\partial T}T'+\frac{\partial f}{\partial\mu}\mu'\right)-eE_zv_z\frac{\partial f}{\partial\varepsilon}=-\frac{\delta f}{\tau}.
\]
The last term on the left is the force $-eE_z$ times $\partial f/\partial(\hbar k_z)=v_z\,\partial f/\partial\varepsilon$. Since $f$ depends on $(\varepsilon-\mu)/k_BT$ alone,
\[
\frac{\partial f}{\partial T}=\frac{\varepsilon-\mu}{T}\left(-\frac{\partial f}{\partial\varepsilon}\right),\qquad
\frac{\partial f}{\partial\mu}=-\frac{\partial f}{\partial\varepsilon}.
\]
Hence
\[
\delta f=-\tau v_z\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[e\mathcal E+\frac{\varepsilon-\mu}{T}T'\right],\qquad \mathcal E=E_z+\frac{\mu'}{e}.
\]
The combination $\mathcal E$ is the field that a voltmeter registers.

\subsection{The two currents}

Let $g(\varepsilon)$ be the density of states per volume, both spins included. In an isotropic or cubic metal the average of $v_z^2$ over directions is $v^2/3$. Define
\[
\Xi=\tfrac13 g v^2\tau,\qquad
K_n=\int\Xi(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\]
Summing $-e\,v_z\delta f$ gives the charge current, and summing $(\varepsilon-\mu)v_z\delta f$ gives the heat current:
\begin{align*}
j&=e^2K_0\,\mathcal E+\frac{e}{T}K_1T',\\
J_q&=-eK_1\,\mathcal E-\frac{1}{T}K_2T'.
\end{align*}
At $T'=0$ the first line gives $\sigma=e^2K_0$. At $j=0$ it gives $\mathcal E=-K_1T'/(eTK_0)$. Inserting this in the second line,
\[
J_q=\frac{K_1^2}{TK_0}T'-\frac{K_2}{T}T'\equiv-\kappa_eT',
\qquad
\kappa_e=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).
\]
The subtracted term is the heat carried back by the drift that cancels the current. The thermopower is $S=\mathcal E/T'=-K_1/(eTK_0)$.

\subsection{The Sommerfeld integral}

Put $x=(\varepsilon-\mu)/k_BT$. The window $-df/dx=e^{-x}/(1+e^{-x})^2$ is even in $x$ and has unit area. Extending its range to $-\infty$ costs an error of order $e^{-\mu/k_BT}$. Expand $\Xi=\Xi(\mu)+\Xi'(\mu)k_BTx+\dots$ and keep the first term that survives in each integral:
\[
K_0\simeq\Xi,\quad K_1\simeq\Xi'(k_BT)^2I_2,\quad K_2\simeq\Xi\,(k_BT)^2I_2,
\]
with $I_2=\int x^2(-df/dx)\,dx$. For $x>0$ the window is $\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$, and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. Doubling for the negative half,
\[
I_2=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}
=4\left(\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}\right)=\frac{\pi^2}{3}.
\]
The bracket is the sum of all $1/n^2$ minus twice its even terms. Direct quadrature gives $3.289868$, which agrees with $\pi^2/3$.

To leading order in $k_BT/\mu$ the $K_1$ term drops out, and
\[
\frac{\kappa_e}{\sigma T}=\frac{K_2}{e^2T^2K_0}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\equiv L_0 .
\]
The quantity $\Xi$ has cancelled, and with it the electron density, the velocity and the relaxation time. The cancellation requires the same $\tau$ for both currents, which is where elastic scattering enters.

\subsection{The number for copper}

\begin{align*}
L_0&=3.289868\,(8.61733\times10^{-5}\ \mathrm{V/K})^2=2.443\times10^{-8}\ \mathrm{V^2/K^2},\\
\kappa_e&=\frac{L_0T}{\rho}=\frac{7.329\times10^{-6}\ \mathrm{V^2/K}}{1.7\times10^{-8}\ \Omega\,\mathrm m}=431\ \mathrm{W/(m\,K)}.
\end{align*}
The units work because $\mathrm{V^2/\Omega=W}$. As $\rho$ has two figures, the estimate is 430 W/(m K), or 4.3 W/(cm K).

\subsection{Is copper degenerate enough?}

Take free electrons, one per atom, in an fcc lattice with a rough lattice constant of 0.36 nm. The density is $n=4/a^3=8.57\times10^{28}\ \mathrm{m^{-3}}$, the Fermi energy is 7.09 eV, and $\eta=k_BT/\varepsilon_F=0.00365$.

If $\Xi\propto\varepsilon^p$, the correction to $L_0$ starts at order $\eta^2$. The second-order term of the expansion, $\tfrac12p(p-1)\eta^2x^2$, enters $K_0$ with $I_2$ and $K_2$ with $I_4=\int x^4(-df/dx)dx$. The series method gives $I_4=48\sum(-1)^{n+1}/n^4=7\pi^4/15$. Including the $K_1$ term,
\[
\frac{L}{L_0}\simeq1+\eta^2\left[\frac{p(p-1)}{2}\left(\frac{I_4}{I_2}-I_2\right)-p^2I_2\right].
\]
For free electrons $g v^2\propto\varepsilon^{3/2}$, so constant $\tau$ means $p=3/2$. The bracket is then $-3.5$ and the correction about $-5\times10^{-5}$. For $\tau\propto\varepsilon^{3/2}$, $p=3$, the bracket is $+2.0$ and the correction about $+3\times10^{-5}$.

As a test, both currents were computed from $\delta f$ by summing over energies and angles, with $f$ differentiated numerically and the field found from $j=0$. The ratios $L/L_0$ were 0.999954 and 1.000026 in the two cases. Degeneracy is therefore not what limits the estimate.

The constant-$\tau$ thermopower is $-1.55\ \mu$V/K. The heat returned by the drift is a fraction $S^2/L_0\approx10^{-4}$ of the total. Real copper has a small positive thermopower, so this model misses its sign, but the returned heat depends on $S^2$.

\subsection{Inelastic scattering}

A charge current decays when collisions turn electrons around. A heat current consists of hot electrons moving one way and cold ones the other. It also decays when a hot electron gives up its excess energy without changing direction. Phonons of energy comparable with $k_BT$ can cause this.

To size the effect, write $\delta f=f(1-f)\psi$. To first order this multiplies $f/(1-f)$ by $1+\psi$. The net flow between states $k$ and $k'$ is
\[
(1-f)(1-f')\left[R\frac{f}{1-f}-R'\frac{f'}{1-f'}\right],
\]
where $R$ and $R'$ are the forward and backward rates. The bracket vanishes in equilibrium, the phonons being held there. The first-order flow is $P(\psi-\psi')$, with $P=Rf(1-f')$ evaluated in equilibrium.

Try $\psi\propto X\cos\theta$, where $\theta$ is the angle to the $z$ axis, $X=1$ for charge and $X=x$ for heat. Fix its amplitude by balancing the drive against collisions after multiplying both by the trial function. The response is proportional to $\langle X^2\rangle^2/Q_X$, where $\langle\ \rangle$ averages over the window and $Q_X$ sums $P(\psi-\psi')^2$ over collisions. Since $\langle1\rangle=1$ and $\langle x^2\rangle=\pi^2/3$,
\[
\frac{L}{L_0}=\frac{3}{\pi^2}\,\frac{(\pi^2/3)^2/Q_x}{1/Q_1}
\quad\Longrightarrow\quad
\frac{L_0}{L}=\frac{3}{\pi^2}\frac{Q_x}{Q_1}.
\]

Let $c$ be the cosine of the scattering angle. Averaged over the orientation of the pair, and apart from a common factor $1/3$, $(\psi-\psi')^2$ is $2(1-c)$ for charge and $x^2+x'^2-2cxx'$ for heat. On absorbing a phonon of energy $wk_BT$, the electron goes from $x=y-w/2$ to $x'=y+w/2$. The heat expression becomes
\[
2(1-c)y^2+\tfrac12(1+c)w^2 .
\]
Emission is the reverse process and has the same equilibrium rate.

The occupation factors for absorption satisfy
\[
f(x)[1-f(x')]=\frac{f(x)-f(x')}{1-e^{-w}} .
\]
The numerator is a superposition of Fermi windows with centres spread evenly over a length $w$. Its area is $w$ and its mean square is $\langle y^2\rangle=\pi^2/3+w^2/12$. Substituting this, and writing $1+c=2-(1-c)$, turns the heat expression into
\[
(1-c)\left(\frac{2\pi^2}{3}-\frac{w^2}{3}\right)+w^2 .
\]

The number of final states near phonon wavevector $q$ grows as $q\,dq$ on a Fermi sphere. The squared deformation coupling grows as $q^2/\omega\propto q$. With $u=\omega/\omega_D$, $w=u\Theta/T$ and Debye temperature $\Theta$, each phonon interval $du$ then has the weight
\[
W=\frac{u^2w}{(1-e^{-w})(e^w-1)},
\]
where $1/(e^w-1)$ is the phonon occupation. The result is
\[
\frac{L_0}{L}=\frac{\int_0^1W\left[(1-c)\left(1-\frac{w^2}{2\pi^2}\right)+\frac{3w^2}{2\pi^2}\right]du}{\int_0^1W(1-c)\,du}.
\]

Two models of the angle are useful. Without umklapp, $q=2k_F\sin(\vartheta/2)$ for scattering angle $\vartheta$, so $1-c=q^2/2k_F^2=bu^2$. From $q_D^3=6\pi^2n$ and $k_F^3=3\pi^2n$, $b=2^{2/3}/2=0.794$. In the second model each collision randomizes the direction, so the mean $c$ is zero, with the same $u^2$ weight kept for comparison.

For small $w$, $W\propto u$ and the integrals are elementary:
\begin{align*}
\text{no umklapp:}\quad \frac{L_0}{L}&\simeq1+\frac{1}{2\pi^2}\left(\frac3b-\frac23\right)\frac{\Theta^2}{T^2}=1+0.158\,\frac{\Theta^2}{T^2},\\
\text{random:}\quad \frac{L_0}{L}&\simeq1+\frac{1}{2\pi^2}\frac{\Theta^2}{T^2}=1+0.051\,\frac{\Theta^2}{T^2}.
\end{align*}
Small-angle collisions do more harm to $L$: they relax the charge current slowly while still exchanging energy.

With a rough $\Theta=330$ K, $(\Theta/T)^2=1.21$. The full integrals give $L/L_0=0.840$ and $0.943$. Solving the collision equation on an energy grid, without the trial form, gives 0.838 and 0.943. The corresponding conductivities are 361 and 406 W/(m K). At 1200 K the grid solution without umklapp gives 0.988, in line with the $T^{-2}$ law.

On cooling well below $\Theta$, the no-umklapp formula makes $L_0/L$ grow as $(\Theta/T)^2$, so $L_0$ fails badly in a pure metal. At still lower temperatures impurities dominate. Their scattering is elastic, and $L$ returns to $L_0$.

\subsection{Heat carried by the lattice}

Phonons of heat capacity $C$ per volume, speed $s$ and mean free path $\ell$ carry $\kappa_{\rm ph}=Cs\ell/3$. The classical heat capacity, about 6\% above the Debye value at 300 K, is $3nk_B=3.55\times10^6\ \mathrm{J/(m^3K)}$, and the Debye model gives $s=k_B\Theta/(\hbar q_D)=2514$ m/s. For a rough $\ell=3$ nm,
\[
\kappa_{\rm ph}=\tfrac13(3.55\times10^6)(2514)(3\times10^{-9})=8.9\ \mathrm{W/(m\,K)}.
\]
This is 2.1\% of the electronic estimate. It is proportional to the assumed $\ell$, so it fixes a size and not a precise value.

\subsection{Comparison with real copper}

The measured thermal conductivity of bulk copper near room temperature is roughly 400 W/(m K), lattice part included. The Sommerfeld estimate of 431 is somewhat high. Adding the lattice part to the two inelastic models gives about 370 and 415 W/(m K). These are two models and not bounds, but they show that the elastic assumption can account for a discrepancy of this size. Allowing for inelastic scattering lowers the estimate by 6 to 16\% here, more than the other corrections sized above. This range rests on a linear phonon branch ending at $\Theta=330$ K, and the correction scales roughly as $\Theta^2$. Without umklapp only longitudinal phonons scatter electrons on a Fermi sphere. They are stiffer at small $q$ than this average branch, so a more realistic spectrum would deepen the reduction. The given resistivity is typical of good bulk copper. The Fermi surface of copper is not a sphere, which affects the inelastic models but not $L_0$.

\section{Variation 1: a chip at 373 K}

\textbf{Question.} How does the estimate change at 373 K?

\textbf{Solution.} The resistivity must be changed along with $T$. In the no-umklapp model, with the phonon spectrum held fixed, $\rho\propto\int W(1-c)\,du$. For small $w$,
\[
\frac{w}{(1-e^{-w})(e^w-1)}=\frac{w}{4\sinh^2(w/2)}\simeq\frac1w\left(1-\frac{w^2}{12}\right).
\]
Multiplying by $u^4$ and integrating,
\[
\rho\propto T\left(\int_0^1u^3du-\frac{\Theta^2}{12T^2}\int_0^1u^5du\right)\propto T\left(1-\frac{\Theta^2}{18T^2}\right).
\]
The bracket rises with $T$, so $\rho$ grows slightly faster than $T$. The grid solution gives $\rho=2.17\times10^{-8}\ \Omega\,$m, an increase by a factor 1.27 while $T$ rises by 1.24. With $L=L_0$,
\[
\kappa_e=\frac{L_0\,(373\ \mathrm K)}{\rho(373\ \mathrm K)}=421\ \mathrm{W/(m\,K)},
\]
from the unrounded resistivity. Keeping the 300 K resistivity would have given a spurious 24\% rise. The small fall from 431 is opposed by the inelastic reduction of $L$, which weakens on heating. In the no-umklapp model $(\Theta/T)^2=0.783$ gives $L/L_0\approx0.89$, so $\kappa_e$ rises from 361 to about 374 W/(m K). The random-direction model, with its own resistivity, stays almost flat at 406 to 407. Measured bulk copper instead falls by one to two percent over this range, and its resistivity rises by a factor of about 1.29. These models show that $\kappa_e$ changes by only a few percent, but they do not fix the sign of the change.

\section{Variation 2: a narrow interconnect}

\textbf{Question.} A narrow copper line has a rough resistivity of $4\times10^{-8}\ \Omega\,$m at 300 K. What is its electronic thermal conductivity along the line?

\textbf{Solution.} The bulk relaxation time is $\tau=m/(ne^2\rho)=24.3$ fs. With the Fermi velocity $1.58\times10^6$ m/s, the mean free path is 38.5 nm. In lines of this width or less, surfaces and grain boundaries can add much to the resistivity. Using the line's own resistivity,
\[
\kappa_e=\frac{7.329\times10^{-6}}{4\times10^{-8}}=183\ \mathrm{W/(m\,K)},
\]
less than half the bulk estimate. For a given heat flow along the line, the bulk value would underestimate the temperature drop by a factor of about 2.4 if $L=L_0$ in both. With the inelastic corrections below applied to both, the factor is $361/169\approx2.1$ or $406/179\approx2.3$. In a long line heated by its own current and losing heat sideways to its surroundings, the temperature rise far from the ends depends little on $\kappa_e$.

The inelastic correction also changes. Suppose that phonons still contribute $1.7\times10^{-8}\ \Omega\,$m and that the added scattering is elastic. The sums $Q_1$ and $Q_x$ add over mechanisms, so in the trial approximation
\[
\frac{L_0}{L}=1+\frac{\rho_{\rm ph}}{\rho}\left[\left(\frac{L_0}{L}\right)_{\rm ph}-1\right].
\]
The phonon share is $1.7/4=0.425$. Without umklapp, $L_0/L=1+0.425\,(1/0.840-1)=1.08$, and $\kappa_e\approx169$ W/(m K). For random directions $L_0/L=1.03$, and $\kappa_e\approx179$ W/(m K). The Sommerfeld value is thus a better approximation in the line than in the bulk. If the phonon mean free path stays at 3 nm, the lattice adds about 9 W/(m K), now some 5\% of the electronic part.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Resistivity: 1.70e-08 ohm m
kB/e: 8.61733e-05 V/K
Sommerfeld integral by quadrature: 3.289868
Lorenz number L0: 2.4430e-08 V^2/K^2
L0*T: 7.3290e-06 V^2/K
Electronic thermal conductivity: 431.1 W/(m K)
The same, converted: 4.31 W/(cm K)
Free-electron model of copper
Lattice constant (rough): 0.36 nm
Electron density: 8.573e+28 1/m^3
Fermi energy: 7.09 eV
kB*T/E_F: 0.00365
Fermi velocity: 1.579e+06 m/s
Relaxation time: 24.3 fs
Electron mean free path: 38.5 nm
Direct kappa/(sigma T L0), tau ~ E^0.0: 0.999954
Direct kappa/(sigma T L0), tau ~ E^1.5: 1.000026
Direct kappa, constant tau: 431.1 W/(m K)
Thermopower, constant tau: -1.55 uV/K
Thermopower share S^2/L0: 9.84e-05
Inelastic phonon scattering
Debye temperature (rough): 330 K
L/L0, no umklapp, trial formula: 0.840
L/L0, no umklapp, full solution: 0.838
L/L0, random direction, trial formula: 0.943
L/L0, random direction, full solution: 0.943
kappa_e, no umklapp: 361 W/(m K)
kappa_e, random direction: 406 W/(m K)
L/L0 at 1200 K, no umklapp, full solution: 0.988
Lattice heat flow
Phonon mean free path (rough): 3 nm
Lattice heat capacity: 3.55e+06 J/(m^3 K)
Debye sound speed: 2514 m/s
Lattice thermal conductivity: 8.9 W/(m K)
Lattice/electronic ratio: 2.1 %
Chip conditions, with L = L0
Chip temperature: 373 K
Resistivity at chip temperature: 2.17e-08 ohm m
kappa_e at chip temperature: 421 W/(m K)
Narrow-line resistivity (rough): 4.0e-08 ohm m
kappa_e of narrow line at 300 K: 183 W/(m K)
\end{verbatim}
